**Coverage front in plug-flow atomic-layer deposition: exact solution and numerical tests**

For irreversible adsorption on independent sites, the coverage left by a complete pulse is a logistic curve in depth with 10–90 % width 2 ln 9 · u/k. Here u is the gas speed, k = 2s/H the loss rate to bare walls, H the gap, s = βv/4, β the sticking probability and v the mean thermal speed. The program asserts by symbolic substitution that the formulas solve the scaled balances. It also asserts that a separate finite-volume solution in laboratory coordinates agrees with them for the film profile, the gas breakthrough, the front speed and the snapshot width. Further assertions cover the scaling of the width with speed and sticking, its independence of pressure at fixed dose, and the width for a two-site adsorption law. For rough values typical of trimethylaluminium in nitrogen, the output gives a front centred at 19.1 cm with a width of 14.7 cm; under steady feed the snapshot width is 9.0 cm. Axial diffusion alone widens the finished edge by 1.9 %, and a two-dimensional calculation with parabolic flow and diffusion widens it by 5.6 %. A two-site law would make the 10–90 % width about three times as large, given enough dose.

## Numerical check

```python
"""Plug flow with irreversible adsorption in a parallel-plate channel.

Result under test: with z = x/ell, ell = u/k, k = 2 s/H, s = beta v/4 and
local dose E = (s/N) * integral of inlet density over retarded time t - x/u,
    gas/inlet gas = exp(E) / (exp(E) + exp(z) - 1)
    coverage      = (exp(E) - 1) / (exp(E) + exp(z) - 1).
The coverage left by a complete pulse has 10-90 % width 2 ln(9) u/k.
u gas speed, H gap, beta sticking probability, v mean thermal speed,
N adsorption sites per area. SI units inside, engineering units in print.
The independent road is a finite-volume solution in laboratory coordinates.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import csc_matrix, identity, kron
from scipy.sparse.linalg import splu

# Rough typical inputs: trimethylaluminium in nitrogen, alumina growth
temperature = 473.0
total_pressure = 2.0 * const.torr
precursor_pressure = 0.05 * const.torr
gas_speed = 5.0
gap = 5e-3
sticking = 4e-3
sites = 4e18
mass_precursor = 72.09 * const.atomic_mass
mass_carrier = 28.01 * const.atomic_mass
diameter_pair = 0.50e-9      # mean collision diameter, rough
diameter_carrier = 0.375e-9  # nitrogen hard-sphere diameter, rough
pulse_base = 0.12
ramp_time = 0.01
channel_length = 0.6

kT = const.k * temperature
thermal_speed = np.sqrt(8 * kT / (np.pi * mass_precursor))
n_peak = precursor_pressure / kT
n_total = total_pressure / kT
wall_speed = sticking * thermal_speed / 4
loss_rate = 2 * wall_speed / gap
ell = gas_speed / loss_rate
site_rate = wall_speed * n_peak / sites
gamma = n_peak * gap / (2 * sites)
reduced_mass = (mass_precursor * mass_carrier
                / (mass_precursor + mass_carrier))
diffusivity = (3 / (8 * n_total * diameter_pair**2)
               * np.sqrt(kT / (2 * np.pi * reduced_mass)))
viscosity = (5 / (16 * diameter_carrier**2)
             * np.sqrt(mass_carrier * kT / np.pi))


def pulse(t, base=pulse_base, height=1.0):
    """Smooth inlet pulse in units of the peak density."""
    return height * np.sin(np.pi * t / base)**2 if t < base else 0.0


def steady_feed(t):
    """Smooth switch-on followed by constant inlet density."""
    return np.sin(np.pi * t / (2 * ramp_time))**2 if t < ramp_time else 1.0


def neumann_laplacian(n, h):
    grad = np.diff(np.eye(n), axis=0)
    return -grad.T @ grad / h**2


def deposit(feed, t_end, speed=gas_speed, beta=sticking, order=1,
            diff=0.0, ny=1, nx=480, dt=2e-4, probe=0.2):
    """Solve gas transport and wall uptake on half of the gap.

    ny = 1 is a gas mixed across the gap; ny > 1 resolves parabolic flow and
    transverse diffusion. Uptake is proportional to (1 - coverage)**order.
    Returns positions, final coverage, probe position, times, probe gas.
    """
    dx, dy = channel_length / nx, gap / 2 / ny
    x = (np.arange(nx) + 0.5) * dx
    y = (np.arange(ny) + 0.5) / ny
    flow = y * (2 - y)
    flow = speed * flow / flow.mean()
    advect = (np.eye(nx, k=-1) - np.eye(nx, k=1)) / (2 * dx)
    advect[0, 0] = advect[-1, -1] = -1 / (2 * dx)
    operator = kron(csc_matrix(np.diag(flow)), csc_matrix(advect))
    operator = operator + diff * (
        kron(identity(ny), csc_matrix(neumann_laplacian(nx, dx)))
        + kron(csc_matrix(neumann_laplacian(ny, dy)), identity(nx)))
    unit = identity(nx * ny)
    solver = splu(csc_matrix(unit - dt / 2 * operator))
    explicit = (unit + dt / 2 * operator).tocsr()
    source = np.zeros(nx * ny)
    source[::nx] = flow / dx
    s = beta * thermal_speed / 4
    resistance = s * dy / (2 * diff) if ny > 1 else 0.0

    def flux(g, th):
        free = (1 - th)**order
        return s * free * g / (1 + resistance * free)

    def react(g, th, h):
        f = flux(g, th)
        f = flux(g - h / 2 * f / dy, th + h / 2 * f * n_peak / sites)
        return g - h * f / dy, th + h * f * n_peak / sites

    gas, coverage = np.zeros(nx * ny), np.zeros(nx)
    i_probe = int(np.argmin(abs(x - probe)))
    steps = int(round(t_end / dt))
    history = np.zeros(steps)
    for m in range(steps):
        gas[:nx], coverage = react(gas[:nx], coverage, dt / 2)
        gas = solver.solve(explicit @ gas
                           + dt * source * feed((m + 0.5) * dt))
        gas[:nx], coverage = react(gas[:nx], coverage, dt / 2)
        history[m] = gas[i_probe]
    times = (np.arange(steps) + 1) * dt
    return x, coverage, x[i_probe], times, history


def position(x, coverage, level):
    """Place where the falling coverage profile crosses a level."""
    return np.interp(level, coverage[::-1], x[::-1])


def width(x, coverage, low=0.1, high=0.9):
    return position(x, coverage, low) - position(x, coverage, high)


def exact_coverage(x, dose):
    return np.expm1(dose) / (np.expm1(dose) + np.exp(x / ell))


# Symbolic substitution in the two scaled balances and edge conditions
z, E = sp.symbols("z E", positive=True)
denominator = sp.exp(E) + sp.exp(z) - 1
c_sym = sp.exp(E) / denominator
theta_sym = (sp.exp(E) - 1) / denominator
uptake = c_sym * (1 - theta_sym)
assert sp.simplify(sp.diff(c_sym, z) + uptake) == 0
assert sp.simplify(sp.diff(theta_sym, E) - uptake) == 0
assert sp.simplify(c_sym.subs(z, 0) - 1) == 0
assert sp.simplify(theta_sym.subs(E, 0)) == 0

# Coverage left by a complete smooth pulse
dose = site_rate * quad(pulse, 0, pulse_base)[0]
centre = ell * np.log(np.expm1(dose))
ideal_width = 2 * np.log(9) * ell
t_pulse = pulse_base + 0.15
x, film, _, _, _ = deposit(pulse, t_pulse)
film_error = np.max(abs(film - exact_coverage(x, dose)))
film_width = width(x, film)
assert film_error < 3e-3
assert abs(film_width / ideal_width - 1) < 5e-3
adsorbed = quad(lambda q: exact_coverage(q * ell, dose), 0, 60,
                points=[dose], limit=200)[0]
assert abs(adsorbed / dose - 1) < 1e-7

# What controls the width: speed and sticking do, pressure does not
slow = deposit(pulse, t_pulse, speed=gas_speed / 2)
sticky = deposit(pulse, t_pulse, beta=2 * sticking)
dilute = deposit(lambda t: pulse(t, 2 * pulse_base, 0.5),
                 2 * pulse_base + 0.15)
ratio_slow = width(*slow[:2]) / film_width
ratio_sticky = width(*sticky[:2]) / film_width
ratio_dilute = width(*dilute[:2]) / film_width
assert abs(ratio_slow - 0.5) < 0.005
assert abs(ratio_sticky - 0.5) < 0.005
assert abs(ratio_dilute - 1) < 0.005

# Steady feed: snapshot width, front speed and breakthrough at one point
t_first, t_last = 0.13, 0.17
early = deposit(steady_feed, t_first)
late = deposit(steady_feed, t_last)
snapshot_width = width(*late[:2])
front_speed = (position(*late[:2], 0.5) - position(*early[:2], 0.5)) \
    / (t_last - t_first)
snapshot_formula = ideal_width / (1 + gamma)
speed_formula = gas_speed * gamma / (1 + gamma)
assert abs(snapshot_width / snapshot_formula - 1) < 0.01
assert abs(front_speed / speed_formula - 1) < 0.01
_, _, x_probe, times, gas_probe = late
rise_time = (np.interp(0.9, gas_probe, times)
             - np.interp(0.1, gas_probe, times))
rise_formula = 2 * np.log(9) / site_rate
assert abs(rise_time / rise_formula - 1) < 0.01
retarded = times - x_probe / gas_speed
settled = retarded > ramp_time
dose_probe = site_rate * (retarded[settled] - ramp_time / 2)
gas_exact = 1 / (1 + np.expm1(x_probe / ell) * np.exp(-dose_probe))
gas_error = np.max(abs(gas_probe[settled] - gas_exact))
assert gas_error < 5e-3
# Same point, other gas speed: the rise time must not change
fast = deposit(steady_feed, t_last, speed=1.25 * gas_speed)
rise_fast = (np.interp(0.9, fast[4], fast[3])
             - np.interp(0.1, fast[4], fast[3]))
assert abs(rise_fast / rise_time - 1) < 0.01

# Adsorption that needs two free sites: width from the general site law
two_site = deposit(pulse, t_pulse, order=2)


def two_site_span(low, high):
    return ell * quad(lambda q: 1 / (q * (1 - q)**2), low, high)[0]


two_site_measured = width(*two_site[:2], 0.3, 0.7)
two_site_formula = two_site_span(0.3, 0.7)
assert abs(two_site_measured / two_site_formula - 1) < 0.01
two_site_factor = two_site_span(0.1, 0.9) / ideal_width

# Transport effects that the plug-flow model leaves out
axial = deposit(pulse, t_pulse, diff=diffusivity)
coarse = deposit(pulse, t_pulse, diff=diffusivity, ny=4)
full = deposit(pulse, t_pulse, diff=diffusivity, ny=8)
width_axial, width_full = width(*axial[:2]), width(*full[:2])
width_coarse = width(*coarse[:2])
assert abs(width_coarse / width_full - 1) < 0.01
pressure_drop = 12 * viscosity * gas_speed * centre / gap**2
free_path = 3 * diffusivity / thermal_speed


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Total pressure", total_pressure / const.torr, "Torr")
show("Peak precursor pressure", precursor_pressure / const.torr, "Torr")
show("Gas speed u", gas_speed, "m/s")
show("Gap H", gap * 1e3, "mm")
show("Sticking probability", sticking)
show("Site density N", sites * 1e-18, "per nm2")
show("Precursor mass", mass_precursor / const.atomic_mass, "u")
show("Pulse base", pulse_base * 1e3, "ms")
show("Pair collision diameter", diameter_pair * 1e9, "nm")
show("Nitrogen diameter", diameter_carrier * 1e9, "nm")
show("Mean thermal speed v", thermal_speed, "m/s")
show("Wall speed s", wall_speed, "m/s")
show("Bare-wall loss rate k", loss_rate, "1/s")
show("Length ell = u/k", ell * 100, "cm")
show("Peak site filling rate", site_rate, "1/s")
show("Pulse dose E", dose)
show("Inlet coverage after pulse", exact_coverage(0.0, dose), "", 5)
show("Front centre, formula", centre * 100, "cm")
show("Front centre, numerical", position(x, film, 0.5) * 100, "cm")
show("10-90 width, formula", ideal_width * 100, "cm")
show("10-90 width, numerical", film_width * 100, "cm")
show("Largest coverage error", film_error, "", 2)
for depth in (0.1, 0.2, 0.3):
    print(f"Coverage at {depth*100:.0f} cm, formula and numerical: "
          f"{exact_coverage(depth, dose):.4f} "
          f"{np.interp(depth, x, film):.4f}")
show("Width ratio, half gas speed", ratio_slow)
show("Width ratio, double sticking", ratio_sticky)
show("Width ratio, half pressure, same dose", ratio_dilute)
show("Gas-to-site ratio gamma", gamma)
show("Snapshot width, formula", snapshot_formula * 100, "cm")
show("Snapshot width, numerical", snapshot_width * 100, "cm")
show("Front speed, formula", speed_formula, "m/s")
show("Front speed, numerical", front_speed, "m/s")
show("Probe position", x_probe * 100, "cm")
show("Gas 10-90 rise time, formula", rise_formula * 1e3, "ms")
show("Gas 10-90 rise time, numerical", rise_time * 1e3, "ms")
show("Rise time at 1.25 u, numerical", rise_fast * 1e3, "ms")
show("Largest gas-fraction error", gas_error, "", 2)
show("Two-site 30-70 width, formula", two_site_formula * 100, "cm")
show("Two-site 30-70 width, numerical", two_site_measured * 100, "cm")
show("Two-site 10-90 width / one-site width", two_site_factor)
show("Diffusivity", diffusivity * 1e4, "cm2/s", 3)
show("Width with axial diffusion", width_axial * 100, "cm")
show("Its change", 100 * (width_axial / ideal_width - 1), "%", 2)
show("Width, 2D flow and diffusion", width_full * 100, "cm")
show("Its change", 100 * (width_full / ideal_width - 1), "%", 2)
show("Same width on coarser cross-grid", width_coarse * 100, "cm")
show("Carrier viscosity", viscosity * 1e6, "uPa s", 3)
show("Pressure drop to front / total",
     100 * pressure_drop / total_pressure, "%", 2)
show("Peak precursor mole fraction",
     100 * precursor_pressure / total_pressure, "%", 2)
show("Mean free path / gap", free_path / gap, "", 2)
print("PASS")
```

Printed output:

```
Temperature: 473 K
Total pressure: 2 Torr
Peak precursor pressure: 0.05 Torr
Gas speed u: 5 m/s
Gap H: 5 mm
Sticking probability: 0.004
Site density N: 4 per nm2
Precursor mass: 72.09 u
Pulse base: 120 ms
Pair collision diameter: 0.5 nm
Nitrogen diameter: 0.375 nm
Mean thermal speed v: 372.7 m/s
Wall speed s: 0.3727 m/s
Bare-wall loss rate k: 149.1 1/s
Length ell = u/k: 3.354 cm
Peak site filling rate: 95.11 1/s
Pulse dose E: 5.707
Inlet coverage after pulse: 0.99668
Front centre, formula: 19.13 cm
Front centre, numerical: 19.13 cm
10-90 width, formula: 14.74 cm
10-90 width, numerical: 14.74 cm
Largest coverage error: 2.7e-05
Coverage at 10 cm, formula and numerical: 0.9383 0.9383
Coverage at 20 cm, formula and numerical: 0.4354 0.4354
Coverage at 30 cm, formula and numerical: 0.0376 0.0377
Width ratio, half gas speed: 0.5001
Width ratio, double sticking: 0.5001
Width ratio, half pressure, same dose: 1
Gas-to-site ratio gamma: 0.638
Snapshot width, formula: 8.998 cm
Snapshot width, numerical: 9.001 cm
Front speed, formula: 1.947 m/s
Front speed, numerical: 1.948 m/s
Probe position: 20.06 cm
Gas 10-90 rise time, formula: 46.2 ms
Gas 10-90 rise time, numerical: 46.19 ms
Rise time at 1.25 u, numerical: 46.19 ms
Largest gas-fraction error: 0.00018
Two-site 30-70 width, formula: 12.07 cm
Two-site 30-70 width, numerical: 12.07 cm
Two-site 10-90 width / one-site width: 3.023
Diffusivity: 64.7 cm2/s
Width with axial diffusion: 15.02 cm
Its change: 1.9 %
Width, 2D flow and diffusion: 15.57 cm
Its change: 5.6 %
Same width on coarser cross-grid: 15.54 cm
Carrier viscosity: 21.9 uPa s
Pressure drop to front / total: 3.8 %
Peak precursor mole fraction: 2.5 %
Mean free path / gap: 0.01
PASS
```
